# Does Pauli blocking reduce elastic impurity scattering in a degenerate gas?

**Q:** I want the resistivity that impurities cause in a degenerate electron gas. An electron can scatter only into an empty state, and at low temperature most states are full. So I multiply the impurity scattering rate by \(1-f_0\), the probability that the final state is empty. Elastic scattering keeps the energy, so \(f_0\) is taken at the electron's own energy. Is that right?

**A:** The factor \(1-f_0\) belongs in the flow out of a state. A relaxation rate also depends on the flow into it, so let us write both. I assume non-interacting electrons and dilute, static impurities with no internal states to excite. Spin is conserved, so I treat one spin direction. Let \(W(\mathbf k,\mathbf k')\) be the transition rate from \(\mathbf k\) to \(\mathbf k'\), independent of the occupations, and write \(f=f(\mathbf k)\), \(f'=f(\mathbf k')\). With all blocking factors in place, collisions change \(f\) at the rate

\[
C[f]=\sum_{\mathbf k'}\left[W(\mathbf k',\mathbf k)\,f'(1-f)-W(\mathbf k,\mathbf k')\,f(1-f')\right].
\]

Multiply out. The gain gives \(W(\mathbf k',\mathbf k)(f'-ff')\), and the loss gives \(-W(\mathbf k,\mathbf k')(f-ff')\). Collecting the products,

\[
C[f]=\sum_{\mathbf k'}\left[W(\mathbf k',\mathbf k)f'-W(\mathbf k,\mathbf k')f\right]
+f\sum_{\mathbf k'}\left[W(\mathbf k,\mathbf k')-W(\mathbf k',\mathbf k)\right]f'.
\]

If \(W(\mathbf k,\mathbf k')=W(\mathbf k',\mathbf k)\), each bracket in the second sum is zero, and

\[
C[f]=\sum_{\mathbf k'}W(\mathbf k,\mathbf k')\,(f'-f).
\]

Nothing was assumed small. The collision integral is linear in \(f\) even far from equilibrium.

**Q:** Why should the two rates be equal?

**A:** In the golden rule, with \(\hbar=1\),

\[
W(\mathbf k,\mathbf k')=2\pi\,|V_{\mathbf k'\mathbf k}|^2\,\delta(E-E').
\]

The potential is Hermitian, so \(V_{\mathbf k'\mathbf k}=V_{\mathbf k\mathbf k'}^*\) and the squared moduli agree. The delta function is even. This is a lowest-order argument; energy conservation by itself does not guarantee the symmetry at higher order.

**Q:** The algebra is clear, but the physics still bothers me. An electron in a nearly full shell really does have few places to go.

**A:** It does, and its outflow really is reduced. Take an energy shell with uniform occupation \(f_0\), and change the occupation of one state \(\mathbf k\) to \(f_0+\delta f\), with the others held fixed. Define \(1/\tau_q=\sum_{\mathbf k'}W(\mathbf k,\mathbf k')\). Then

\[
\text{loss}=\frac{(f_0+\delta f)(1-f_0)}{\tau_q},\qquad
\text{gain}=\frac{f_0(1-f_0-\delta f)}{\tau_q}.
\]

The loss rises by \((1-f_0)\delta f/\tau_q\). The gain falls by \(f_0\,\delta f/\tau_q\), because the extra occupation blocks electrons that would have come in. The excess therefore decays as

\[
\frac{d\,\delta f}{dt}=-\frac{(1-f_0)+f_0}{\tau_q}\,\delta f=-\frac{\delta f}{\tau_q}.
\]

At \(f_0=0.9\), the extra loss supplies 0.1 of the rate and the reduced gain supplies 0.9. At \(f_0=0.1\) the shares are exchanged. Your rule keeps the first share and drops the second.

It also fails to conserve particles if \(1-f'\) is put in the loss alone. On the uniform shell the net change would be \([f_0-f_0(1-f_0)]/\tau_q=f_0^2/\tau_q\), which is positive in every state.

**Q:** Resistance concerns momentum, though, and not the occupation of one state. Does the cancellation survive there?

**A:** Yes. Let \(\mathbf n\) be the direction of \(\mathbf k\), and suppose that on a shell \(W\) depends only on the angle \(\theta\) between \(\mathbf k\) and \(\mathbf k'\). The momentum on the shell is proportional to \(\mathbf M=\sum_{\mathbf k}\mathbf n f\). From the linear collision integral,

\[
\frac{d\mathbf M}{dt}=\sum_{\mathbf k\mathbf k'}W\,\mathbf n\,(f'-f)
=\sum_{\mathbf k\mathbf k'}W\,(\mathbf n'-\mathbf n)\,f.
\]

In the first term I exchanged the names \(\mathbf k\) and \(\mathbf k'\), which the symmetry of \(W\) permits. For fixed \(\mathbf k\), the components of \(\mathbf n'\) perpendicular to \(\mathbf n\) average to zero around the axis, leaving \(\mathbf n\cos\theta\). Hence

\[
\frac{d\mathbf M}{dt}=-\frac{\mathbf M}{\tau_{tr}},\qquad
\frac1{\tau_{tr}}=\sum_{\mathbf k'}W(\mathbf k,\mathbf k')(1-\cos\theta).
\]

The decay is exponential for any amplitude, and the rate contains no occupation.

**Q:** Can we put numbers to this?

**A:** Take a three-dimensional gas in Hartree atomic units (\(\hbar=m=e=1\)), with \(E=k^2/2\) and impurities of density \(n_i\), each with potential energy \(Ze^{-\kappa r}/r\). Its Fourier transform is

\[
V(q)=\frac{4\pi}{q}\int_0^\infty Ze^{-\kappa r}\sin(qr)\,dr=\frac{4\pi Z}{q^2+\kappa^2}.
\]

In a volume \(\mathcal V\), one impurity has the matrix element \(V(q)/\mathcal V\), up to a phase. The rates of the \(n_i\mathcal V\) randomly placed impurities add, so \(W=(2\pi n_i/\mathcal V)V(q)^2\delta(E-E')\). Replace \(\sum_{\mathbf k'}\) by \(\mathcal V\int d^3k'/(2\pi)^3\) and use \(k'^2dk'=k'dE'\). The azimuthal integral gives \(2\pi\). With \(x=1-\cos\theta\) and \(q^2=2k^2x\),

\[
\frac1{\tau_q}=\frac{n_ik}{2\pi}\int_0^2V(q)^2dx
=8\pi n_iZ^2k\int_0^2\frac{dx}{(\kappa^2+2k^2x)^2}.
\]

The last integral is \(\frac1{2k^2}\left[\frac1{\kappa^2}-\frac1{\kappa^2+4k^2}\right]=\frac{2}{\kappa^2(\kappa^2+4k^2)}\), so

\[
\frac1{\tau_q}=\frac{16\pi n_iZ^2k}{\kappa^2(\kappa^2+4k^2)}.
\]

For \(1/\tau_{tr}\) the integrand has an extra \(x\). Put \(y=\kappa^2+2k^2x\) and \(\beta=4k^2/\kappa^2\):

\[
\int_0^2\frac{x\,dx}{(\kappa^2+2k^2x)^2}
=\frac1{4k^4}\int_{\kappa^2}^{\kappa^2+4k^2}\left(\frac1y-\frac{\kappa^2}{y^2}\right)dy
=\frac1{4k^4}\left[\ln(1+\beta)-\frac{\beta}{1+\beta}\right].
\]

Multiplication by \(8\pi n_iZ^2k\) gives

\[
\frac1{\tau_{tr}}=\frac{2\pi n_iZ^2}{k^3}\left[\ln(1+\beta)-\frac{\beta}{1+\beta}\right].
\]

Choose \(Z=0.1\), \(\kappa=1\), \(n_i=0.001\) and chemical potential \(\mu=0.125\). At \(E=\mu\), \(k=0.5\) and \(\beta=1\), so

\[
\frac1{\tau_q}=\frac{16\pi(0.001)(0.01)(0.5)}{2}=1.257\times10^{-4},
\]
\[
\frac1{\tau_{tr}}=\frac{2\pi(0.001)(0.01)}{0.125}\left(\ln2-\tfrac12\right)=9.71\times10^{-5}.
\]

Thus \(\tau_{tr}\approx10300\) atomic units, or 249 fs. The mean free path \(k\tau_{tr}\) is about 5150 bohr, many times \(1/k=2\) bohr, as a Boltzmann description requires. These are lowest-order values. With \(Z/\kappa=0.1\) the golden rule is only a fair approximation: exact partial-wave phase shifts for this repulsive potential give a \(1/\tau_{tr}\) about 13% smaller, and for the attractive sign about 16% larger. The exact rate for a central potential still depends only on \(\theta\), so it stays symmetric and the cancellation is unaffected; only the value of \(\tau_{tr}\) changes.

The numerical check integrates the equation with every blocking factor kept, from a distribution that varies over the shell from 0.04 to 0.96. At the start, blocking cuts the total outflow to 45% of its unblocked value. After one \(\tau_{tr}\), the momentum component along the polar axis has nevertheless fallen to 0.3679 of its initial value, which is \(e^{-1}\).

**Q:** What would my factor have done to the conductivity?

**A:** First the correct calculation. In a uniform field \(\mathbf F\), an electron of charge \(-1\) obeys \(\dot{\mathbf k}=-\mathbf F\). To first order in the field, the steady Boltzmann equation is

\[
-\mathbf F\cdot\mathbf v\,\frac{\partial f_0}{\partial E}=-\frac{\delta f}{\tau_{tr}}
\quad\Rightarrow\quad
\delta f=\tau_{tr}\,\mathbf F\cdot\mathbf v\,\frac{\partial f_0}{\partial E}.
\]

The right-hand side of the first equation holds because \(\delta f\) is proportional to \(\mathbf F\cdot\mathbf n\) on each shell, and the angular average used above turns \(\sum W(\delta f'-\delta f)\) into \(-\delta f/\tau_{tr}\). The current density is \(\mathbf j=-2\int\frac{d^3k}{(2\pi)^3}\mathbf v\,\delta f\), with 2 for spin. Averaging over directions replaces \(\mathbf v(\mathbf v\cdot\mathbf F)\) by \(v^2\mathbf F/3\). With \(v=k\), \(d^3k\to4\pi k^2dk\) and \(k\,dk=dE\),

\[
\sigma=\frac1{3\pi^2}\int_0^\infty dE\,k^3\tau_{tr}\left(-\frac{\partial f_0}{\partial E}\right).
\]

For \(kT\ll\mu\), where \(kT\) denotes the thermal energy, the derivative selects energies near \(\mu\). The zero-temperature limit is \(k^3\tau_{tr}/3\pi^2=0.125\times10300/29.6=43.5\) atomic units. At \(kT=0.005\) (1579 K) the integral gives 43.7, a resistivity of 0.0229 atomic units or about \(0.50\ \mu\Omega\,\text{cm}\).

Your rule replaces \(\tau_{tr}\) by \(\tau_{tr}/(1-f_0)\). The Fermi function satisfies \(-\partial f_0/\partial E=f_0(1-f_0)/kT\), so the factor \(1-f_0\) cancels:

\[
\sigma_{\text{wrong}}=\frac1{3\pi^2kT}\int_0^\infty dE\,k^3\tau_{tr}f_0.
\]

The thermal window has gone, and the whole Fermi sea contributes. At low temperature the integral tends to a constant, so \(\sigma_{\text{wrong}}\) grows as \(1/T\). In this example it is 429 atomic units, 9.8 times the correct value. Halving the temperature raises it to 850, while the correct conductivity hardly moves. Your rule would remove the residual resistance that static impurities leave at zero temperature.

**Q:** If the final equation has no blocking factors, what stops a state from being filled twice?

**A:** In the linear equation, a state with \(f=1\) has \(C=\sum W(f'-1)\le0\), since no \(f'\) exceeds 1. A state with \(f=0\) has \(C=\sum Wf'\ge0\). Occupations that start between 0 and 1 stay there.

Behind this is a property of the many-electron dynamics. A static potential gives \(H=\sum_{ij}h_{ij}c_i^\dagger c_j\). The anticommutation rules yield

\[
[c_i,c_a^\dagger c_b]=\{c_i,c_a^\dagger\}c_b-c_a^\dagger\{c_i,c_b\}=\delta_{ia}c_b ,
\]

so \(i\,\dot c_i=[c_i,H]=\sum_jh_{ij}c_j\). The solution is \(c_i(t)=\sum_jU_{ij}c_j(0)\), with \(U=e^{-iht}\). If initially \(\langle c_j^\dagger c_l\rangle=\delta_{jl}n_j(0)\), then

\[
n_i(t)=\langle c_i^\dagger(t)c_i(t)\rangle=\sum_j|U_{ij}|^2n_j(0).
\]

This is linear, with the transition probabilities of a single electron. Unitarity gives \(\sum_j|U_{ij}|^2=1\), so each new occupation is a weighted mean of the old ones and cannot exceed 1. The exclusion principle was used in the anticommutators and in the initial occupations; it needs no further factor.

**Q:** Then what happens when \(W(\mathbf k,\mathbf k')\ne W(\mathbf k',\mathbf k)\)? Your first expansion leaves a quadratic term, but this argument says that the evolution is linear.

**A:** For a static one-body potential, and initially no coherence between the states, as assumed above, the linear law is the right one, and blocking factors inserted by hand create a false term. A ring of three states shows it. Let the hopping amplitude be \(e^{i\alpha}\) forward and \(e^{-i\alpha}\) backward, and let \(s\) be hopping strength times time. State 2 is reached from state 1 by one forward hop or by two backward hops, so to second order the amplitude is \(-ise^{i\alpha}-\tfrac12s^2e^{-2i\alpha}\). Its squared modulus, through order \(s^3\), is

\[
P_{1\to2}=s^2+s^3\,\mathrm{Re}\left(ie^{3i\alpha}\right)=s^2(1-s\sin3\alpha).
\]

The reverse process has \(\alpha\to-\alpha\), which gives \(s^2(1+s\sin3\alpha)\). The probabilities agree at lowest order and differ at the next, through interference.

At \(\alpha=\pi/6\) and \(s=0.5\), the full evolution gives \(P_{1\to2}=0.1040\) and \(P_{2\to1}=0.3105\). By the symmetry of the ring, \(P_{3\to1}=0.1040\) and \(P_{1\to3}=0.3105\), so the probability of staying, one minus the unrounded sum of these two, is 0.5856. For initial occupations 0.9, 0.5 and 0.2, the linear law predicts

\[
n_1=0.5856(0.9)+0.3105(0.5)+0.1040(0.2)=0.703.
\]

Blocking factors would add the quadratic term

\[
0.9\left[(0.1040-0.3105)(0.5)+(0.3105-0.1040)(0.2)\right]=-0.056,
\]

giving 0.647. A calculation in the full many-electron space gives 0.703.

**Q:** Would that false term matter in transport?

**A:** It can remove an effect. Consider directions \(\varphi\) on a ring, with a skew rate \(w_0+w_1\sin(\varphi'-\varphi)\) from \(\varphi\) to \(\varphi'\), the sum over final states being an average over angle. Let \(f=f_0+a\cos\varphi\), with \(a\) small. The skew part of the linear gain is

\[
w_1\left\langle\sin(\varphi-\varphi')\,a\cos\varphi'\right\rangle_{\varphi'}=\tfrac12w_1a\sin\varphi,
\]

a current perpendicular to the original one. The skew part of the linear loss averages to zero. The false term is, to first order in \(a\),

\[
f_0\left\langle2w_1\sin(\varphi'-\varphi)\,a\cos\varphi'\right\rangle_{\varphi'}=-w_1af_0\sin\varphi .
\]

The sum is \(\tfrac12w_1a(1-2f_0)\sin\varphi\). If the other factors vary little across the thermal window, its weight is \(\int(-\partial f_0/\partial E)(1-2f_0)\,dE=\int_0^1(1-2f)\,df=0\). The hand-inserted factors would thus cancel the transverse response at leading order in \(kT/\mu\).

**Q:** Is there a process in which my intuition about blocking is right?

**A:** Yes, when the scatterer exchanges energy with the electron. Couple two electron levels to a thermal bath of bosons whose energy \(\omega\) equals the level spacing. Let fast exchange of electrons with a reservoir hold the lower occupation at \(f_l\) and keep it uncorrelated with the upper one, so that joint probabilities are products of occupations. With \(n\) the boson occupation, absorption has rate \(\Gamma n\) and emission has rate \(\Gamma(n+1)\). The upper occupation obeys

\[
\dot f_u=\Gamma\left[nf_l(1-f_u)-(n+1)f_u(1-f_l)\right]
=\Gamma\left[nf_l-(n+1-f_l)f_u\right].
\]

The two products \(f_lf_u\) have coefficients \(-n\) and \(n+1\), so one of them survives. At fixed \(f_l\), an excess in the upper level decays at \(\Gamma(n+1-f_l)\), and a filled lower level slows it.

Put the levels at \(\mu\pm kT\), so that \(\omega=2kT\). Then \(n=0.157\) and \(f_l=0.731\), and the decay rate is \(0.43\,\Gamma\), against \(1.16\,\Gamma\) without blocking. Here the factors are also needed for equilibrium: without them the Fermi function would not be stationary, and the upper level would start to empty at \(0.20\,\Gamma\).

The ratio of the blocked rate to the unblocked one is \(1-f_l/(n+1)\). For \(\omega\ll kT\), \(n\) is large and the ratio tends to 1, so the effect of blocking fades as the scattering becomes nearly elastic.

**Q:** So for static impurities I should use \(1/\tau_{tr}\) with no factor. Where does degeneracy enter?

**A:** Through \(f_0\). In the conductivity, \(-\partial f_0/\partial E\) restricts the response to electrons near \(\mu\), and \(\tau_{tr}\) is evaluated at their energy. Degeneracy can also affect \(W\) itself, because the electrons screen the impurities. I held \(\kappa\) fixed. If the screening followed the changing distribution, \(W\) would depend on \(f\) and the equation would be nonlinear for that reason, although the products \(ff'\) would still cancel at each instant as long as \(W\) stayed symmetric.

## Values computed for the example and the checks

```
chemical potential mu = 0.125 hartree
thermal energy kT = 0.0050 hartree = 1579 K
impurity strength Z = 0.10 (charge units)
inverse screening length kappa = 1.00 1/bohr
impurity density = 0.0010 1/bohr^3
wave number at E=mu: 0.500 1/bohr
1/tau_q shell sum = 1.256637e-04, closed form = 1.256637e-04 a.u.
1/tau_tr shell sum = 9.708636e-05, closed form = 9.708636e-05 a.u.
tau_q = 7957.7 a.u. = 192.5 fs
tau_tr = 10300.1 a.u. = 249.1 fs
transport mean free path at E=mu = 5150 bohr
single-state excess, rates in units of 1/tau_q:
  f0=0.1: extra loss 0.900, reduced gain 0.100, sum 1.000
  f0=0.5: extra loss 0.500, reduced gain 0.500, sum 1.000
  f0=0.9: extra loss 0.100, reduced gain 0.900, sum 1.000
anisotropic start: f from 0.038 to 0.962
blocked/unblocked gross outflow at start = 0.4542
l=1 moment ratio after tau_tr, blocked equation = 0.367879
exp(-1) = 0.367879
conductivity, blocked integral, kT: 43.6655 a.u.
conductivity, closed-form rate, kT: 43.6655 a.u.
conductivity, closed-form rate, kT/2: 43.5295 a.u.
conductivity, zero-temperature limit: 43.4841 a.u.
resistivity at kT = 0.02290 a.u. = 0.4979 micro-ohm cm
mistaken conductivity, kT: 428.70 a.u.
mistaken conductivity, kT/2: 850.07 a.u.
mistaken/correct: 9.82 at kT, 19.53 at kT/2
ring: hopping phase = 0.5236 rad, hopping*time = 0.50
ring probabilities: 1->2 0.1040, 2->1 0.3105
relative asymmetry: 0.4983; at hopping*time 0.01: 0.01000
ring occupations, initial: 0.9000, 0.5000, 0.2000
ring occupations, exact Fock space: 0.7030, 0.4484, 0.4485
ring occupations, linear law: 0.7030, 0.4484, 0.4485
ring occupations, blocked law: 0.6473, 0.5207, 0.4320
skew term blocked/linear at f0=0.3: 0.400
thermal average of 1-2f0 = 0.000
boson bath: n = 0.1565, f_low = 0.7311, f_up = 0.2689
upper-level decay with blocking = 0.4255 Gamma
upper-level decay without blocking = 1.1565 Gamma
df_up/dt at equilibrium without blocking = -0.1966 Gamma
```
